# Bead number and stiffest ring-polymer mode for an O-H stretch

## One bead, then two

Take a particle of mass $m$ in a harmonic well of angular frequency $\omega$, at temperature $T$, with $\beta=1/(kT)$. In path-integral molecular dynamics the quantum particle is replaced by a ring of $P$ classical beads. With $P=1$ there is no ring, only a classical oscillator of energy $kT$. The quantum oscillator at low temperature has the zero-point energy $\hbar\omega/2$. The ratio of the two is

$$\frac{kT}{\hbar\omega/2}=\frac{2}{x},\qquad x=\beta\hbar\omega .$$

For an O-H stretch I use the round model value of 3700 cm$^{-1}$. Frequencies are given here as wavenumbers, $\omega/(2\pi c)$ with $c$ the speed of light, and times in femtoseconds; these are more natural for vibrations than atomic units. At 300 K the thermal wavenumber $kT/(hc)$ is 208.51 cm$^{-1}$, so

$$x=\frac{3700}{208.51}=17.745 .$$

One bead therefore gives $2/17.745=0.113$ of the energy and misses 89% of it.

With two beads, springs appear. Let each spring have force constant $m\omega_P^2$. A ring of two beads has two springs, both joining the same pair, so the spring energy is $m\omega_P^2(q_1-q_2)^2$. With $d=(q_1-q_2)/\sqrt2$ this equals $\tfrac12m(2\omega_P)^2d^2$. The beads vibrate against each other at $2\omega_P$. This factor of two survives in larger even rings.

## The back-of-envelope argument

The path integral divides the Boltzmann operator $e^{-\beta H}$ into $P$ factors $e^{-\beta H/P}$. Each factor belongs to the higher temperature $PT$. Kinetic and potential energy do not commute, but treating them separately within one factor is reasonable if that temperature is high on the scale of the vibrational quantum:

$$PkT>\hbar\omega\quad\Longleftrightarrow\quad P>\beta\hbar\omega .$$

If several vibrations matter, the largest frequency $\omega_{\max}$ sets the demand. For the O-H stretch this gives $P>17.7$, or about 18 beads.

The spring frequency, derived below, is $\omega_P=P/(\beta\hbar)$. In the stiffest motion of an even ring, neighbours move oppositely. A bead displaced by $A$ has both neighbours at $-A$, so each of its two springs pulls with $2Am\omega_P^2$. The total restoring force $4m\omega_P^2A$ means a frequency $2\omega_P$. In wavenumbers, for 32 beads,

$$2P\,\frac{kT}{hc}=2\times32\times208.51\ \text{cm}^{-1}\approx13345\ \text{cm}^{-1}.$$

The argument leaves open what "must exceed" means. The error cannot jump to zero when $P$ passes $x$, and the harmonic well allows us to calculate what it does.

## From the Boltzmann operator to the ring

Write $\tau=\beta/P$ and $H=p^2/(2m)+V(q)$. The primitive, or second-order Trotter, approximation is

$$e^{-\tau H}\approx e^{-\tau V/2}\,e^{-\tau p^2/(2m)}\,e^{-\tau V/2}.$$

The middle factor has the position matrix element

$$\int\frac{dp}{2\pi\hbar}\,e^{ip(q-q')/\hbar-\tau p^2/(2m)}
=\sqrt{\frac{m}{2\pi\hbar^2\tau}}\;e^{-m(q-q')^2/(2\hbar^2\tau)},$$

obtained by completing the square in $p$. Insert a complete set of positions between the $P$ factors and take the trace, which closes the chain, $q_{P+1}=q_1$. The two half-factors of $V$ at each bead combine into one:

$$Z_P=\left(\frac{m}{2\pi\hbar^2\tau}\right)^{P/2}\!\int dq_1\cdots dq_P\;e^{-\tau U},$$

$$U=\sum_{j=1}^{P}\left[\tfrac12m\omega_P^2(q_j-q_{j+1})^2+V(q_j)\right].$$

Matching the spring terms requires $\tau m\omega_P^2/2=m/(2\hbar^2\tau)$, hence

$$\omega_P=\frac{1}{\hbar\tau}=\frac{P}{\beta\hbar}.$$

The weight $e^{-\tau U}$ is a classical Boltzmann factor at temperature $PT$. To sample it by dynamics, give each bead a momentum and the physical mass $m$. This convention, with the full potential on each bead and temperature $PT$, is used throughout unless stated otherwise. It also fixes the numerical value of the mode frequencies.

## Modes of the ring

For $V=\tfrac12m\omega^2q^2$ the equation of motion is

$$\ddot q_j=-\omega_P^2(2q_j-q_{j+1}-q_{j-1})-\omega^2q_j .$$

The ring is unchanged by a shift of the bead index, so try $q_j\propto e^{ij\theta_k}$. Closure requires $\theta_k=2\pi k/P$ with $k=0,\dots,P-1$. The bracket becomes $(2-2\cos\theta_k)\,q_j=4\sin^2(\theta_k/2)\,q_j$. The mode frequencies $\Omega_k$ therefore obey

$$\Omega_k^2=\omega_k^2+\omega^2,\qquad \omega_k=2\omega_P\sin\frac{\pi k}{P}.$$

The $\omega_k$ are the free modes, those of the ring without the well. For even $P$ the largest has $k=P/2$ and equals $2\omega_P=2P/(\beta\hbar)$. For odd $P$ perfect alternation is impossible, and the largest is $2\omega_P\cos[\pi/(2P)]$.

## The energy at finite bead number

The change from beads to real normal modes is orthogonal, so it leaves the volume element unchanged. Each mode contributes a Gaussian integral $\sqrt{2\pi/(\tau m\Omega_k^2)}$. Combined with one prefactor per mode,

$$Z_P=\prod_{k=0}^{P-1}\sqrt{\frac{m}{2\pi\hbar^2\tau}}\sqrt{\frac{2\pi}{\tau m\Omega_k^2}}
=\prod_{k=0}^{P-1}\frac{1}{\hbar\tau\,\Omega_k}.$$

Since $\hbar\tau=1/\omega_P$, define $a=\hbar\tau\omega=x/P$ to obtain

$$Z_P=\prod_{k=0}^{P-1}\left[a^2+4\sin^2\frac{\pi k}{P}\right]^{-1/2}.$$

This form already gives a useful bound. The energy is $E_P=-\partial\ln Z_P/\partial\beta$ at fixed $P$. Because $a$ is proportional to $\beta$, $\partial a^2/\partial\beta=2a^2/\beta$, and

$$E_P=\frac12\sum_k\frac{2a^2/\beta}{a^2+4\sin^2(\pi k/P)}
=kT\sum_{k=0}^{P-1}\frac{\omega^2}{\omega^2+\omega_k^2}.$$

No term in the last sum exceeds 1, so $E_P\le PkT$. To hold a fraction $1-\varepsilon$ of the zero-point energy $\hbar\omega/2$, the ring needs at least $P\ge(1-\varepsilon)x/2$. Too few beads cannot store the energy, however long the simulation runs.

The sum also fixes the spread of the beads. Equipartition at temperature $PT$ gives each mode a mean square amplitude $PkT/(m\Omega_k^2)$. Averaging over the $P$ beads gives $\langle q^2\rangle=(kT/m)\sum_k\Omega_k^{-2}$, so $E_P=m\omega^2\langle q^2\rangle$. An energy that is too low thus means, by the same fraction, a mean square displacement that is too small.

For a closed formula, define $u>0$ by $2\sinh(u/2)=a$. Then $a^2=2\cosh u-2$, and each bracket in $Z_P$ is $2\cosh u-2\cos\theta_k$. With $w_k=e^{i\theta_k}$ it factorizes:

$$2\cosh u-2\cos\theta_k=(e^u-w_k)(1-e^{-u}w_k^{-1}),$$

as multiplying out confirms. The $w_k$ are the roots of $z^P=1$, so $\prod_k(z-w_k)=z^P-1$. At $z=e^u$ the first factors multiply to $e^{Pu}-1$. The inverses $w_k^{-1}$ run over the same roots, so taking $e^{-u}$ out of each second factor gives $e^{-Pu}(e^{Pu}-1)=1-e^{-Pu}$. The full product is

$$(e^{Pu}-1)(1-e^{-Pu})=e^{Pu}+e^{-Pu}-2=4\sinh^2\frac{Pu}{2}.$$

Its inverse square root is

$$Z_P=\frac{1}{2\sinh(Pu/2)}.$$

Differentiation gives $E_P=\tfrac P2\coth(Pu/2)\,\partial u/\partial\beta$. From $2\sinh(u/2)=a$ follows $\cosh(u/2)\,\partial u/\partial\beta=\partial a/\partial\beta=\hbar\omega/P$. Also $\cosh(u/2)=\sqrt{1+\sinh^2(u/2)}=\sqrt{1+a^2/4}$. Therefore

$$E_P=\frac{\hbar\omega}{2}\,\frac{\coth(Pu/2)}{\sqrt{1+a^2/4}} .$$

Two limits check it. For $P=1$, $a=x$ and $\coth(u/2)=\sqrt{1+x^2/4}/(x/2)$, so $E_1=\hbar\omega/x=kT$. For $P\to\infty$, $a\to0$, $u\to a$ and $Pu\to x$, which gives the quantum result $E=(\hbar\omega/2)\coth(x/2)$.

## What the condition $P>x$ buys

At low temperature, $x\gg1$, the factor $\coth(x/2)$ is practically 1. So is $\coth(Pu/2)$: the product $Pu=2P\,\mathrm{arcsinh}[x/(2P)]$ grows with $P$, because $\mathrm{arcsinh}(y)/y$ falls as $y$ grows. The largest value of $\coth(Pu/2)$ is therefore the one at $P=1$, namely $\sqrt{1+4/x^2}$, which is close to 1. Hence, for $x\gg1$,

$$\frac{E_P}{E}\simeq\frac{1}{\sqrt{1+a^2/4}},\qquad a=\frac{\beta\hbar\omega}{P}.$$

At $P=x$, where $a=1$, the ratio is $2/\sqrt5=0.894$. The energy is 10.6% below the quantum value. Since the ratio decreases as $a$ increases, fewer beads give a larger error and more beads a smaller one. This is the precise content of the rule for $x\gg1$: $P>\beta\hbar\omega_{\max}$ is necessary if the stiffest vibration is to have an energy error below about 10.6%. It does not guarantee a converged result.

For a relative error below $\varepsilon$, require $1/\sqrt{1+a^2/4}>1-\varepsilon$. Squaring and inverting gives $a^2/4<(1-\varepsilon)^{-2}-1$, or

$$P>\frac{x}{2\sqrt{(1-\varepsilon)^{-2}-1}} .$$

For small $\varepsilon$ the square root is close to $\sqrt{2\varepsilon}$, so $P\gtrsim x/\sqrt{8\varepsilon}$. Equivalently, the error is $a^2/8$ to leading order, and doubling the bead number divides it by four.

At high temperature the rule loses its force. For moderate $x$ the error at $P=x$ is smaller than 10.6%, for example $1-2\tanh(1/2)=7.6\%$ at $x=1$, so $P>x$ is then not strictly needed to stay below that figure. If $x<1$, even one bead satisfies it, and the classical energy is then low by about $x^2/12$, from $(2/x)\tanh(x/2)\simeq1-x^2/12$. The numerical thresholds also belong to the primitive splitting; a different factorization has a different error formula.

## Numbers for the O-H stretch

For an error of 1%, $(0.99)^{-2}-1=0.02030$, whose square root is 0.1425. The estimate is $P>17.745/(2\times0.1425)\approx62.3$, hence 63 beads. The same arithmetic gives 19 beads for 10% and 27 for 5%. A direct search over the mode sum finds these same three integers.

The harmonic errors, relative to the quantum energy, are:

| $P$ | $a=x/P$ | energy too low by |
|---:|---:|---:|
| 8 | 2.218 | 33.0% |
| 18 | 0.986 | 10.3% |
| 32 | 0.555 | 3.6% |
| 64 | 0.277 | 0.95% |

The zero-point energy of this oscillator is $3700/2=1850$ cm$^{-1}$. With 18 beads about $0.103\times1850\approx191$ cm$^{-1}$ of it is missing, nearly as much as $kT$. With 32 beads the deficit is about 67 cm$^{-1}$, a third of $kT$. Whether that is acceptable depends on the quantity sought.

A real O-H bond is not harmonic. As a check, consider a Morse well with the same curvature at its minimum and a round model depth of 0.2 hartree, which is 11.9 times $\hbar\omega$. Its bead energies were computed from density matrices on a grid and compared with its own quantum energy. The errors are 10.3%, 3.7% and 0.97% for 18, 32 and 64 beads. In this model, anharmonicity barely changes the estimate. Both wells are one-dimensional models of a stretch, not simulations of water.

## The price in the time step

Accuracy and stiffness are linked. The ratio of the stiffest free mode of an even ring to the physical frequency is

$$r=\frac{2\omega_P}{\omega}=\frac{2P}{x}=\frac2a .$$

It is above 1 once $P>x/2$. In terms of $r$ the low-temperature energy ratio is $1/\sqrt{1+1/r^2}$. A small error therefore requires a ring mode well above the vibration it represents. For 32 beads, $r=13345/3700\approx3.6$.

To see what this costs, apply velocity Verlet with step $\Delta t$ to one mode of frequency $\Omega$. Its position update is $q_{n+1}=q_n+\Delta t\,v_n-\tfrac12\Omega^2\Delta t^2q_n$. The method is time-reversible, so the same formula with $-\Delta t$ gives $q_{n-1}$. Adding the two removes the velocity:

$$q_{n+1}+q_{n-1}=(2-\Omega^2\Delta t^2)\,q_n .$$

Trying $q_n=\lambda^n$ gives $\lambda+1/\lambda=2-\Omega^2\Delta t^2$. The two roots have product 1. If the right side lies strictly between $-2$ and 2, they are complex with modulus 1 and the motion stays bounded. If it lies below $-2$, they are real and one has modulus above 1, so the amplitude grows exponentially. Stability requires $\Omega\Delta t<2$. For the free even ring this is

$$\Delta t<\frac{2}{2\omega_P}=\frac{\beta\hbar}{P}=\frac{25.461\ \text{fs}}{32}\approx0.80\ \text{fs}.$$

With the well included, the stiffest wavenumber is $\sqrt{13345^2+3700^2}\approx13848$ cm$^{-1}$, and the limit falls to 0.77 fs. In the numerical check, a trajectory 2% below this limit stays bounded and one 2% above it diverges. This is a limit of stability for the harmonic well, not a recommended step: accurate sampling needs a smaller one. In an anharmonic well such as the Morse model the modes are coupled, and thermal trajectories can run away at steps below this limit. Once $2\omega_P\gg\omega$ the limit scales as $1/P$, and each step needs $P$ force evaluations, so the force work per unit of simulated time then grows as $P^2$ when the step is kept at a fixed fraction of the limit.

## Two ways to relieve the stiffness

The first is to change the mode masses. The distribution of bead positions depends on $U$, not on the masses used for sampling, because the momenta integrate out separately. Give mode $k$ the mass $m_k=m\Omega_k^2/\tilde\omega^2$. Its force constant is $m\Omega_k^2$, so its frequency becomes $\tilde\omega$, the same for every mode. Position averages are unchanged, but the trajectory is no longer that of beads with physical masses.

The second is to propagate the free ring analytically, as a rotation in the phase space of each mode, and to apply the well as half-kicks before and after. This removes the Verlet limit of the free ring, but not every limit. For a mode with $\omega_k>0$, one step is a linear map with determinant 1 and trace

$$2\cos(\omega_k\Delta t)-\frac{\omega^2\Delta t}{\omega_k}\sin(\omega_k\Delta t).$$

This follows from multiplying the rotation by a full kick $p\to p-m\omega^2\Delta t\,q$, since the two half-kicks can be joined under the trace. As before, a trace below $-2$ means exponential growth. Put $\omega_k\Delta t=\pi-\delta$ with small $\delta>0$, and let $b=\omega^2\Delta t/\omega_k$. The trace is then approximately $-2+\delta^2-b\delta$, which is below $-2$ for $0<\delta<b$ when $b$ is small. An unstable window thus lies just below a step of half the mode period. The stiffest free mode of 32 beads has a period of 2.50 fs, which places the upper edge of its window at 1.25 fs. For this mode $b=\omega_k\Delta t\,(\omega/\omega_k)^2=(\pi-\delta)/r^2$, so the lower edge $\delta=b$ has $\omega_k\Delta t=\pi r^2/(1+r^2)$. With $r\approx3.6$, growth therefore sets in already at about $1.25\times r^2/(1+r^2)\approx1.16$ fs. The ring does not become stable again just above 1.25 fs: the next mode, $k=15$, is only 0.5% softer, so its window overlaps this one and extends beyond it, and the softer modes continue the chain. These figures hold for the harmonic well; in an anharmonic well trajectories can run away at clearly shorter steps.

Neither device alters $Z_P$, so neither reduces the discretization error. They allow a longer stable step for a given number of beads; they do not make too few beads sufficient.

## The same ring in another convention

The weight $e^{-\tau U}$ can also be written as $e^{-\beta(U/P)}$ and sampled at temperature $T$. With the masses left at $m$, all forces are divided by $P$ and all frequencies by $\sqrt P$. The stiffest free mode of 32 beads then appears at

$$\frac{13345}{\sqrt{32}}\ \text{cm}^{-1}\approx2359\ \text{cm}^{-1}.$$

The frequency of the well is reduced by the same factor, so $r$ is unchanged, as are the position averages. The bead requirement is therefore independent of this choice, whereas the figure near 13000 cm$^{-1}$ belongs to physical bead masses, the full potential on each bead and sampling at $PT$.

## Computed values

```
Temperature: 300 K
Model O-H stretch: 3700 cm^-1
Thermal wavenumber kT/(hc): 208.51 cm^-1
x = beta*hbar*w: 17.745 (dimensionless)
Thermal time beta*hbar: 25.461 fs
Exact harmonic energy / (hbar*w): 0.500000
Energy ratio at P = x = 18, from grid: 0.89443
Energy error at P = x = 18: 10.56 %
P = 1: a = 17.7449, harmonic energy error 88.73 %
P = 8: a = 2.2181, harmonic energy error 33.04 %
P = 18: a = 0.9858, harmonic energy error 10.30 %
P = 32: a = 0.5545, harmonic energy error 3.64 %
P = 64: a = 0.2773, harmonic energy error 0.95 %
Error below 10 %: estimate P > 18.32, smallest P found 19
Error below 5 %: estimate P > 26.99, smallest P found 27
Error below 1 %: estimate P > 62.27, smallest P found 63
Morse well depth: 0.2 hartree
Morse well depth / (hbar*w): 11.863
Morse exact energy / (hbar*w): 0.494732
Morse energy error, P = 18: 10.31 %
Morse energy error, P = 32: 3.70 %
Morse energy error, P = 64: 0.97 %
Spring wavenumber w_P, P = 32: 6672.3 cm^-1
Stiffest free mode, P = 32: 13344.7 cm^-1
Stiffest mode with the well: 13848.1 cm^-1
Period of stiffest free mode: 2.500 fs
Verlet limit, free ring: 0.7956 fs
Verlet limit, ring in well: 0.7667 fs
Largest displacement, 0.98 of limit: 2.73 (start scale 1)
Largest displacement, 1.02 of limit: 7.4e+50 (start scale 1)
Stiffest free mode, convention at T: 2359.0 cm^-1
```
